# Fluorite's checkerboard X-point mode gives the tetragonal P4_2/nmc structure

Suppose the tetragonal phase of a fluorite oxide such as hafnia is sought in the primitive cell of the cubic phase. That cell holds one cation and two oxygens, and repeating it gives every copy of an oxygen the same displacement. Every oxygen column along a cube edge contains copies of both oxygens, so a pattern in which neighbouring columns move rigidly in opposite directions cannot be written in it, and a relaxation confined to that cell never reaches the phase. Doubling the cell without finding the space group is also unsafe, because another column pattern doubles the same cell and gives a different group. The group matters for a memory capacitor: P4$_2$/nmc contains inversion, so this phase has no spontaneous polarization.

## The structure and the claim

Let the cubic edge be $a$. The cations of MO$_2$ occupy the face-centred cubic (fcc) points, one of them at the origin. The oxygens occupy

$$\mathbf r_{ijk}=a\left(\tfrac14+\tfrac i2,\ \tfrac14+\tfrac j2,\ \tfrac14+\tfrac k2\right),$$

with integer $i,j,k$. Fixed $i,j$ define a column along $z$, whose atoms are $a/2$ apart. Displace each column rigidly by

$$u_z=s\,d,\qquad s=(-1)^{i+j},\qquad 0<|d|<a/4 .$$

Seen along $z$, the signs form a checkerboard. The claim is that the primitive cell doubles and that the space group is P4$_2$/nmc, with no further symmetry.

The word "alternating" has to mean this checkerboard. Stripes, $u_z=(-1)^i d$, are also an X-point pattern with alternating columns, but they single out $x$ against $y$ and lose the fourfold axis. Their point group has 8 elements, not 16. As written they double a cell along $x$. Turned so that columns along $x$ move by $u_x=(-1)^k d$, the same stripes keep the translation $a(\tfrac12,\tfrac12,0)$ and double the same cell as the checkerboard.

An operation $\{R|\mathbf t\}$ takes $\mathbf r$ to $R\mathbf r+\mathbf t$. Two operations are counted as the same if they differ by a lattice translation.

## First derivation: from the mode

**Wavevector.** Since $\sin[2\pi(\tfrac14+\tfrac i2)]=(-1)^i$, the pattern on the oxygen sites is

$$\mathbf u(\mathbf r)=d\,\hat{\mathbf z}\,\sin\frac{2\pi x}{a}\sin\frac{2\pi y}{a}.$$

The product of sines is half the difference of two cosines, with wavevectors $(2\pi/a)(1,-1,0)$ and $(2\pi/a)(1,1,0)$. Reciprocal vectors of the fcc lattice are $(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd. Subtracting $(1,-1,-1)$ from the first and $(1,1,1)$ from the second leaves $(0,0,1)$ and $(0,0,-1)$, which differ by the reciprocal vector $(0,0,2)$. Both waves therefore belong to the same X point,

$$\mathbf q=\frac{2\pi}{a}(0,0,1).$$

**Translations.** Write an fcc translation as $\mathbf t=(a/2)(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even. It changes $i+j$ by $n_1+n_2$, so it multiplies the pattern by

$$(-1)^{n_1+n_2}=(-1)^{n_3}=e^{i\mathbf q\cdot\mathbf t}.$$

The translations that keep the pattern have $n_3$ even and $n_1+n_2$ even. They are the integer combinations of

$$\mathbf A=a(\tfrac12,\tfrac12,0),\quad \mathbf B=a(-\tfrac12,\tfrac12,0),\quad \mathbf C=a(0,0,1),$$

because $(n_1,n_2)=p(1,1)+q(-1,1)$ has the integer solution $p=(n_1+n_2)/2$, $q=(n_2-n_1)/2$. The cell volume is

$$\mathbf C\cdot(\mathbf A\times\mathbf B)=a^3\left(\tfrac14+\tfrac14\right)=\frac{a^3}{2},$$

twice the fluorite value $a^3/4$. A translation that has been lost is

$$\boldsymbol\tau=a(\tfrac12,0,\tfrac12),$$

which turns $d$ into $-d$. The two signs of $d$ describe the same crystal, shifted.

**Rotations.** Sixteen of the 48 cubic point operations map the $z$ axis onto itself; they form the group D$_{4h}$. Such an $R$ multiplies $\hat{\mathbf z}$ by the sign that $z$ acquires. It multiplies the product of sines by the sign that $xy$ acquires, since each sine is odd and exchanging $x$ with $y$ changes nothing. Hence

$$\{R|\mathbf t\}:\ \mathbf u\to\chi(R)\,e^{i\mathbf q\cdot\mathbf t}\,\mathbf u,\qquad \chi(R)=\text{sign acquired by }xyz .$$

The 16 operations split evenly:

- $\chi=+1$: the identity, the twofold rotations about $x$, $y$ and $z$, the two fourfold rotoinversions about $z$, and the two diagonal vertical mirrors.
- $\chi=-1$: inversion, the horizontal mirror, the two fourfold rotations, the mirrors normal to $x$ and $y$, and the two diagonal twofold rotations.

An operation with $\chi=-1$ is not lost. Combined with $\boldsymbol\tau$, which supplies a second minus sign, it keeps the pattern. The surviving operations, modulo the new lattice, are therefore $\{R|0\}$ for $\chi=+1$ and $\{R|\boldsymbol\tau\}$ for $\chi=-1$.

**Nothing else survives.** A symmetry of the displaced crystal must map cations to cations. The cations still form the fcc lattice, so the symmetry has a cubic $R$ and an fcc $\mathbf t$, and it also maps ideal oxygen sites to ideal oxygen sites.

If $R$ takes $z$ to $x$ or $y$, a displaced oxygen lands a distance $|d|$ sideways from an ideal site. Real oxygens have $x$ and $y$ coordinates spaced by $a/2$, so $|d|$ would have to be a multiple of $a/2$, which the range of $d$ forbids.

If $R$ is in D$_{4h}$ but the total sign is $-1$, an atom lands at height $-sd$ from an ideal site in a column whose atoms sit at $+sd$. A match would need $2|d|$ to be a multiple of $a/2$, which is again forbidden. The list is complete.

**Reading the symbol.** The part of a translation along a rotation axis, or within a mirror plane, is intrinsic. The remaining part only moves the axis or plane.

- Fourfold rotation with $\boldsymbol\tau$: the part along $z$ is $a/2=C/2$. This is the screw axis $4_2$. Adding lattice vectors changes that part by multiples of $C$, so it cannot be removed.
- Horizontal mirror with $\boldsymbol\tau$: the in-plane part is $(a/2)\hat{\mathbf x}=(\mathbf A-\mathbf B)/2$, a diagonal glide $n$.
- Mirror normal to $\mathbf A$: it takes $(x,y)$ to $(-y,-x)$, so $\chi=+1$ and no translation is needed. This is $m$.
- Mirror normal to $x$, a diagonal direction of the new cell, with $\boldsymbol\tau$: the in-plane part is $\mathbf C/2$, a glide $c$.

The lattice is primitive, because $\mathbf A,\mathbf B,\mathbf C$ generate all its translations. Together these elements spell P4$_2$/nmc.

## Second derivation: from the atoms

This route uses neither wavevectors nor the cubic group. It also lets the cell strain: the height becomes $c$, not necessarily $a$, so that $\mathbf C=(0,0,c)$, $\boldsymbol\tau=(a/2,0,c/2)$, and the oxygen heights are $c/4+kc/2+sd$. Take $0<d<c/4$; the other sign is the same crystal shifted by $\boldsymbol\tau$.

**Coordinates.** Put the origin at $(a/4,0,c/4)$ and write a position as $X\mathbf A+Y\mathbf B+Z\mathbf C$ from there. Then

$$X=\frac{x+y}{a}-\frac14,\qquad Y=\frac{y-x}{a}+\frac14,\qquad Z=\frac zc-\frac14 .$$

The cation at the old origin has $(-\tfrac14,\tfrac14,-\tfrac14)$, and the one at $\boldsymbol\tau$ has $(\tfrac14,-\tfrac14,\tfrac14)$. With $\delta=d/c$ and whole cell vectors added where needed, the contents of the cell are

$$\text{M}:\ (\tfrac34,\tfrac14,\tfrac34),\ (\tfrac14,\tfrac34,\tfrac14),$$

$$\text{O}:\ (\tfrac14,\tfrac14,\delta),\ (\tfrac14,\tfrac14,\tfrac12+\delta),\ (\tfrac34,\tfrac34,-\delta),\ (\tfrac34,\tfrac34,\tfrac12-\delta).$$

There are two formula units.

**The group is contained in the symmetry.** Consider three operations:

$$g:(X,Y,Z)\to(\tfrac12-Y,\ X,\ Z+\tfrac12),$$

$$m:(X,Y,Z)\to(\tfrac12-X,\ Y,\ Z),\qquad I:(X,Y,Z)\to(-X,-Y,-Z).$$

The screw $g$ exchanges the two cations, exchanges the first two oxygens and exchanges the last two. For instance, $(\tfrac14,\tfrac14,\delta)$ goes to $(\tfrac14,\tfrac14,\tfrac12+\delta)$. The mirror $m$ leaves each of the six atoms in place, modulo the lattice, because $\tfrac12-\tfrac14=\tfrac14$ and $\tfrac12-\tfrac34=-\tfrac14$, which is equivalent to $\tfrac34$. Inversion exchanges the cations, the first and third oxygens, and the second and fourth. All three are symmetries.

The other elements of the symbol follow by composition. Applying $g$ twice gives $(\tfrac12-X,\tfrac12-Y,Z+1)$, and inversion then gives, modulo the lattice,

$$I g^2:(X,Y,Z)\to(X+\tfrac12,\ Y+\tfrac12,\ -Z),$$

the $n$ glide. Applying $g$ and then $m$ gives

$$m g:(X,Y,Z)\to(Y,\ X,\ Z+\tfrac12),$$

the $c$ glide. The rotational parts of $g$, $m$ and $I$ generate all 16 elements of D$_{4h}$, so the crystal has at least 16 symmetries modulo its lattice.

**There are no more than 16.** Look at the oxygens nearest to the cation at the old origin. The four nearest columns lie at $(\pm a/4,\pm a/4)$, a horizontal distance $a/\sqrt8$ away. In each, the atom closest in height is at $|z|=h$ with

$$h=\frac c4-d .$$

Every other oxygen is farther in height, farther horizontally, or both. The nearest neighbours are thus exactly four:

$$(\tfrac a4,\tfrac a4,-h),\quad(-\tfrac a4,-\tfrac a4,-h),\quad(\tfrac a4,-\tfrac a4,h),\quad(-\tfrac a4,\tfrac a4,h).$$

They form a tetrahedron. Around the cation at $\boldsymbol\tau$ the column signs are reversed, and the tetrahedron is turned by $90^\circ$ about $z$. Hence $\boldsymbol\tau$ is not a translation of the crystal. Every cation is related to one of these two by $\mathbf A,\mathbf B,\mathbf C$, so those three vectors span the whole lattice. This proves the doubling again.

Now count the symmetries that fix the first cation. They must preserve its tetrahedron, which has two horizontal edges of length $a/\sqrt2$ and four inclined edges of length $\sqrt{a^2/4+4h^2}$. The lengths agree only if $h=a/4$. Without strain $h=a/4-d<a/4$, so they differ, and a symmetry must map the pair of horizontal edges to itself. Just 8 of the 24 permutations of the vertices do this, and each permutation fixes the isometry. At most 8 symmetries keep this cation in place.

Modulo the lattice, a general symmetry sends the first cation to one of two positions, and the symmetries leading to each number at most 8. The total is at most $2\times8=16$. The 16 already found therefore exhaust the group, and it is P4$_2$/nmc.

With strain, one accidental case needs a separate look: $c=a+4d$ makes the tetrahedron regular. An additional symmetry would then carry $\mathbf C$ to a lattice vector of length $c$ along $x$ or $y$. Lattice vectors in those directions have lengths that are multiples of $a$, so this is impossible unless $c/a$ is an integer. For moderate strain the result stands.

## What each derivation assumes

The first derivation assumes an unstrained cation lattice and a known parent group. In return it explains where each screw and glide comes from: an operation that reverses the mode is repaired by the translation that also reverses it. It also shows which fluorite symmetries are lost.

The second assumes only the atomic positions. It does not require the crystal to have come from fluorite, and it covers $c\ne a$. It does not show that the distortion is a single mode, and it needs the coordinates in advance.

Both use the stated range of $d$, and its upper end is a true exception. At $d=a/4$ in the unstrained crystal, the oxygens of a raised column sit at heights $a/2$ and $a$, and those of a lowered column at $0$ and $a/2$. Modulo the column period these are the same heights, so $\boldsymbol\tau$ is a translation again and the cell is no longer doubled. In the second derivation $h=0$ there, the tetrahedron becomes a flat square, and the $90^\circ$ turn is invisible.

Both also need the checkerboard. Let alternate oxygen planes along $z$ move instead, $u_z=(-1)^k d$. The translations kept are again those with $n_3$ even, so the same cell doubles. But a rotation about $z$ does not change $k$, and a plain fourfold axis through the cation survives with no screw component. Doubling alone does not determine the space group.

## One mode, coupled to strain

The site symmetries show that the checkerboard stands alone. A cation lies on a fourfold rotoinversion point, which leaves no vector unchanged, so it cannot move without lowering the symmetry. An oxygen lies on two vertical mirrors and can move only along $z$. The group then ties the four oxygens together with signs $+,+,-,-$. There is one free internal coordinate, $d$ itself.

It follows that the pattern is an eigenvector of the harmonic force constants of fluorite, whatever their values. The forces produced by the pattern share its symmetry, and the pattern is the only displacement with that symmetry. A model with central springs, each at its rest length in cubic fluorite, shows this. With M–O constant $k_1$, each oxygen has four bonds whose squared direction cosine along $z$ is $1/3$. With constant $k_3$ for oxygens $a/\sqrt2$ apart, eight neighbours move oppositely, with relative displacement $2d$ and squared cosine $1/2$. Springs between oxygens $a/2$ apart do not contribute: along $z$ the two ends move together, and in the plane the motion is transverse, which an unstressed spring does not resist at this order. The restoring force per unit displacement is

$$\frac43k_1+8k_3=\frac43(1.0)+8(0.3)=3.73$$

in model units. It is positive, so cubic fluorite is stable against this mode in the model, as it must be for unstressed springs with positive constants. A bond of length $r$ that carries a force $V'=dV/dr$ also has a transverse stiffness $V'/r$. Let the oxygens $a/2$ apart carry $V_2'$ and the M–O bonds, of length $r_1=\sqrt3a/4$, carry $V_1'$. Zero pressure, with 8 M–O and 6 near O–O bonds per formula unit, requires $8V_1'r_1+6V_2'(a/2)=0$, so $V_1'/r_1=-2V_2'/a$. The four M–O bonds add $\tfrac83V_1'/r_1$ and the four in-plane O–O bonds add $8V_2'/(a/2)$, in total $\tfrac{32}{3}V_2'/a$. This is negative for repelling oxygens and makes the mode unstable once $V_2'/a<-0.35$ in the same units. Symmetry fixes the form of the mode; whether it condenses is a matter of energy.

Because $\boldsymbol\tau$ reverses $d$ and leaves a uniform strain alone, the energy is even in $d$ at any strain. For a small tetragonal strain $\eta$ at fixed volume, the leading terms per cell are

$$E=\tfrac12\alpha d^2+\tfrac14\beta d^4+\gamma\,\eta\,d^2+\tfrac12K\eta^2,\qquad K>0 .$$

Setting $\partial E/\partial\eta=\gamma d^2+K\eta=0$ gives $\eta=-\gamma d^2/K$. The strain follows the square of the mode, with the sign of $-\gamma$. Putting it back adds $-\gamma^2d^4/(2K)$ to the energy. A volume strain, if it is also allowed, couples to $d^2$ in the same way and can lower the quartic term further. If the cubic cell starts at its equilibrium volume, relaxing it together with the mode leaves the quadratic term, and so the harmonic stability of fluorite, unchanged. From any other volume, the relaxation also changes the volume at $d=0$, and that can alter the quadratic term.

## A worked crystal

Take a model crystal with $a=c=10$ bohr and $d=0.5$ bohr, so $\delta=0.05$. The primitive volume rises from $10^3/4=250$ to $10^3/2=500$ bohr$^3$. The new cell has edges $10/\sqrt2=7.07$ bohr and $10$ bohr.

A direct search over the atomic positions finds 192 operations per cubic cell for fluorite, which is 48 rotations times 4 translations. For the displaced crystal it finds 32, which is 16 times 2. These 16 agree with the group generated by the screw, the mirror and inversion. For $d=a/4$ the search finds 64 operations and all 4 translations, confirming the exceptional case.

In fluorite each cation has eight bonds of $\sqrt{12.5+2.5^2}=4.33$ bohr. The displacement changes the height difference to $2.0$ or $3.0$ bohr:

$$\sqrt{12.5+2.0^2}=4.06\ \text{bohr},\qquad \sqrt{12.5+3.0^2}=4.64\ \text{bohr},$$

four bonds of each. The short ones form the tetrahedron of the second derivation.

The doubling can be seen in diffraction. In cubic indices any new reflection must have $h,k$ of equal parity and $l$ of the other. For unit scatterers, summing the oxygens over the cubic cell gives

$$F_{\rm O}=\sum_{i,j,k'=0}^{1}e^{i_0\pi(h+k+l)/2}\,(-1)^{hi+kj+lk'}\,e^{2\pi i_0 l s d/a},$$

where $i_0$ is the imaginary unit and $k'$ stands for the summed site index $k$, to keep it apart from the reflection index. The sum over $k'$ vanishes unless $l$ is even, so $h$ and $k$ must be odd. Then $(-1)^{hi+kj}=s$, and the two raised and two lowered columns give $2e^{i_0\phi}-2e^{-i_0\phi}=4i_0\sin\phi$ with $\phi=2\pi ld/a$. With the factor 2 from $k'$,

$$|F_{\rm O}|=8\left|\sin\frac{2\pi ld}{a}\right| .$$

The cations contribute nothing to these reflections. At $(1,1,0)$ the amplitude is zero, because motion along $z$ is invisible when $l=0$. At $(1,1,2)$ it is $8\sin(0.2\pi)=4.70$. When $h,k$ are odd and $l$ is even and nonzero, the amplitude at small $d$ is proportional to $|d|$ and the intensity to $d^2$. These reflections vanish in cubic fluorite and, for the checkerboard pattern, measure the mode amplitude. They do not identify it alone: the pattern $u_x=(-1)^{i+j}d$ also gives $(1,1,2)$, but it gives $(1,1,0)$ as well. They come from oxygen only, so with X-rays on hafnia they are weak: for this model crystal $|F_{112}|^2$ is about 1% of $|F_{111}|^2$.

## Computed results

```
cubic edge a = 10.000 bohr
column displacement d = 0.500 bohr; d/a = 0.050
primitive volume, fluorite = 250.0 bohr^3
primitive volume, displaced = 500.0 bohr^3
volume ratio = 2.0
tetragonal edge a_t = 7.0711 bohr
tetragonal edge c = 10.0000 bohr
operations per cubic cell, fluorite = 192
operations per cubic cell, displaced = 32
operations modulo tetragonal lattice = 16
operations fixing the cation at the cubic origin = 8
intrinsic translations in units of (A, B, C):
  fourfold about z: (0.000, 0.000, 0.500)
  mirror normal to z: (0.500, -0.500, 0.000)
  mirror normal to A: (0.000, 0.000, 0.000)
  mirror normal to cubic x: (0.000, 0.000, 0.500)
cation fractional coordinates, tetragonal cell:
  (0.250, 0.750, 0.250)
  (0.750, 0.250, 0.750)
oxygen fractional coordinates, tetragonal cell:
  (0.250, 0.250, 0.050)
  (0.250, 0.250, 0.550)
  (0.750, 0.750, 0.450)
  (0.750, 0.750, 0.950)
stripes: operations per cubic cell = 16
stripes: point-group order = 8
planes: operations per cubic cell = 32
d = a/4: operations per cubic cell = 64
d = a/4: translations per cubic cell = 4
free internal coordinates: fluorite 0, displaced 1
free strains: fluorite 1, displaced 2
spring constants (model units): M-O 1.0, O-O near 0.7, O-O diagonal 0.3, M-M 0.4
spring-model mode curvature = 3.7333 model units
M-O bond, fluorite = 4.3301 bohr (8 bonds)
M-O bond, short = 4.0620 bohr (4 bonds)
M-O bond, long = 4.6368 bohr (4 bonds)
|F_O| at cubic (1,1,0) = 0.0000
|F_O| at cubic (1,1,2) = 4.7023
```
